McWhorter 1/f noise from oxide traps, derived in two ways

The noise that oxide traps cause in a transistor can be calculated by summing over the individual traps or by replacing them with one smooth 1/f source. The replacement saves much work, but it needs a magnitude, a frequency band in which it holds, and a device area above which it describes one device rather than an average over many. The first two follow from the mean spectrum derived here, the third from its spread between devices.

**Model and result**

A trap at depth x in the oxide, measured from the channel, exchanges electrons with the channel by tunnelling. Its relaxation time is

τ(x) = τ₀ exp(x/λ), 0 < x < d.

The times depend exponentially on depth; they are not exponentially distributed. If depths are uniform, dx = λ dτ/τ, so the density of times is proportional to 1/τ, which is uniform in ln τ.

Let N be the trap density per volume and energy, A the gate area and T the temperature. N is taken constant over depth and over several kT around the Fermi level, λ is constant over the same energies, the traps are independent, and the system is in equilibrium. Define

n = A N kT λ, ω = 2πν, τ₁ = τ₀, τ₂ = τ₀ exp(d/λ).

The spectrum S_N of the number of trapped electrons is one-sided: its integral over ν > 0 is the variance. The result is

S_N(ν) = (2n/πν) [arctan(ωτ₂) − arctan(ωτ₁)].   (1)

When ωτ₂ ≫ 1 and ωτ₁ ≪ 1, the bracket tends to π/2 and

S_N(ν) ≈ n/ν.   (2)

The cutoffs are ν_L = 1/(2πτ₂) and ν_H = 1/(2πτ₁).

**Why the time grows exponentially with depth**

Use atomic units and one dimension. The channel occupies y < 0 and the barrier y > 0, with the same mass m. An attractive delta potential of strength κ/m at y = x binds a level at height Φ below the barrier top, where κ = √(2mΦ). The level lies above the channel band edge, so it decays into a channel wave of wavenumber k. With q the decay constant at the complex resonance energy, the wave is

y < 0: a exp(−iky)
0 < y < x: b exp[q(y−x)] + c′ exp(−qy)
y > x: D exp[−q(y−x)].

Continuity of the wave and its slope at y = 0 gives

a = b exp(−qx) + c′, −ika = q[b exp(−qx) − c′].

Eliminating a gives c′ = R b exp(−qx), with R = (q+ik)/(q−ik). Continuity at y = x then reads

D = b[1 + R exp(−2qx)].

The delta potential makes the slope jump by −2κD:

−qD − qb[1 − R exp(−2qx)] = −2κD.

Since b[1 − R exp(−2qx)] = 2b − D, the left side is −2qb. Hence qb = κD, or

q = κ[1 + R exp(−2qx)].

To first order in exp(−2κx), q and k on the right take their unperturbed values. The energy is a constant minus q²/(2m), so

Im E = −(κ²/m) Im R exp(−2κx), Im R = 2κk/(κ²+k²).

The probability decays at the rate Γ = −2 Im E:

Γ = [4κ³k/(m(κ²+k²))] exp(−2κx).

Therefore λ = 1/(2κ) for a flat barrier in one dimension. In three dimensions a point trap also decays into channel waves with sideways momentum, whose decay constant in the barrier is slightly larger. For the example below this would shorten λ by about 1%, which is neglected. An oxide field tilts the barrier and makes λ depend on depth; this is neglected here. In the example below, a field of 5 MV/cm would change the local λ at the depth probed at 100 Hz by 9 to 14%, depending on its sign. For Φ = 3 eV and m = 0.5, κ = 0.332 bohr⁻¹ and λ = 1.506 bohr = 0.0797 nm. Complex resonance energies found from the full matching conditions, with the level 0.2 eV above the channel band edge, give widths of 3.642×10⁻⁷ hartree at 20 bohr and 4.757×10⁻¹⁰ hartree at 30 bohr. The logarithm of their ratio is 6.641, so λ = 10/6.641 = 1.506 bohr, in agreement.

For elastic exchange with a channel whose states at the trap energy have occupancy f, an empty trap captures at the rate c = Γf and a full one emits at e = Γ(1−f). Their sum is Γ, whatever the occupancy. Spin is left out here. If the level can take an electron of either spin but only one at a time, c = 2Γf and the sum is Γ(1+f); this changes τ by at most a factor of two and leaves the middle law n/ν unchanged. This model supplies the depth law only; τ₀ remains a parameter. For the level 0.2 eV above the band edge, the one-dimensional elastic rate extrapolates to 1/Γ ≈ 10⁻¹⁶ s at x = 0, which gives 9×10⁻⁶ s at 2 nm. This prefactor is specific to one dimension and falls as the level nears the band edge. A point trap in three dimensions at 2 nm relaxes in about 6×10⁻⁴ s for the same level and in about 7×10⁻³ s for a level 0.03 eV above the edge. For these levels, purely elastic traps within 2 nm would put the lower cutoff at roughly 20 to 300 Hz, far above the 0.02 Hz of the example below. The much longer τ₀ used below stands for a slower capture step, such as one that needs lattice relaxation, assumed to multiply the tunnelling factor by the same constant for every trap. In many real oxides this step is thermally activated, with a barrier that varies from trap to trap. The times then need not follow depth, and the derivation below does not apply as it stands.

**First derivation: adding the noise of the traps**

Let p be the probability that one trap is full. Then

dp/dt = c(1−p) − ep = −(c+e)(p−f), f = c/(c+e).

With τ = 1/(c+e), a trap known to be full at time zero is full at time t with probability f + (1−f)exp(−t/τ). Multiplying by the probability f of being full initially and subtracting f² gives the covariance

C(t) = f(1−f) exp(−t/τ), t > 0.

The one-sided spectrum is four times the cosine transform over positive times:

S₁(ν) = 4 ∫₀^∞ C(t) cos(ωt) dt = 4f(1−f) τ/(1+ω²τ²).

The factor four is right because

∫₀^∞ 4τ dν/[1+(2πντ)²] = (2/π)(π/2) = 1,

which leaves the variance f(1−f).

Variances and covariances of independent traps add, and so do their spectra:

S_N = A N ∫dE f(1−f) ∫₀^d dx 4τ/(1+ω²τ²).

The integrals separate because τ does not depend on E. For the Fermi function, df/dE = −f(1−f)/kT, so

∫ f(1−f) dE = −kT ∫ (df/dE) dE = kT.

Traps far below the Fermi level stay full and those far above stay empty; neither group contributes appreciably.

In the depth integral, dx = λ dτ/τ cancels the τ in the numerator:

∫₀^d 4τ dx/(1+ω²τ²) = 4λ ∫ dτ/(1+ω²τ²) = (4λ/ω)[arctan(ωτ₂) − arctan(ωτ₁)].

Multiplying by A N kT and using 4/ω = 2/(πν) gives (1). The cancellation is the origin of the law: slow traps have taller Lorentzians in proportion to τ, but there are fewer of them per interval of τ in the same proportion.

**Second derivation: from the loss in a small driven response**

The same spectrum follows from how the traps respond to a weak oscillation of the channel's chemical potential μ relative to the trap levels. No trap's noise spectrum is needed.

First, noise must be related to response. A small constant shift δμ multiplies the equilibrium probability of each state by 1 + δμ(M − ⟨M⟩)/kT to first order, where M is the number of trapped electrons. If the shift is removed at time zero, the state relaxes under the unshifted dynamics, and the mean excess is

⟨M(t)⟩ − ⟨M⟩ = δμ Ψ(t), Ψ(t) = C_M(t)/kT,

with C_M the equilibrium covariance of M. The response to a brief pulse is −dΨ/dt, so the response to δμ exp(iωt) is

χ(ω) = −∫₀^∞ (dΨ/dt) exp(−iωt) dt = Ψ(0) − iω ∫₀^∞ Ψ(t) exp(−iωt) dt.

The last step is an integration by parts with Ψ(∞) = 0. Its imaginary part is

Im χ = −ω ∫₀^∞ Ψ(t) cos(ωt) dt = −ωS_N/(4kT),

and therefore

S_N = −4kT Im χ(ω)/ω.   (3)

This is the classical fluctuation-dissipation relation, valid for ħω ≪ kT.

Next, find χ from the rate equation. In equilibrium, capture and emission balance: c(1−f) = ef = J. Since c = f/τ, J = f(1−f)/τ. A change δμ alters the ratio c/e by the factor exp(δμ/kT), so the linear change in the net filling rate is

(1−f)δc − fδe = J(δ ln c − δ ln e) = J δμ/kT.

The deviation δf of one trap obeys

dδf/dt = −δf/τ + f(1−f) δμ/(τkT).

For an oscillating drive, d/dt becomes iω, and

δf/δμ = [f(1−f)/kT] / (1+iωτ).

The energy integral of f(1−f)/kT is one. Hence

χ(ω) = A N λ ∫ dτ/[τ(1+iωτ)], from τ₁ to τ₂.

Since 1/[τ(1+iωτ)] = 1/τ − iω/(1+iωτ),

χ(ω) = A N λ {ln(τ₂/τ₁) − ln[(1+iωτ₂)/(1+iωτ₁)]}.

The phase of 1+iωτ is arctan(ωτ), so

Im χ = −A N λ [arctan(ωτ₂) − arctan(ωτ₁)].

Insertion in (3) gives (4kT A N λ/ω) times the bracket, which is (1) again.

Between the cutoffs the loss −Im χ is nearly constant, (π/2)A N λ. The remaining factor 1/ω in (3) turns a frequency-independent loss into 1/f noise. The real part is approximately A N λ ln[1/(ωτ₁)]: lowering the frequency by a fixed factor lets one more layer of fixed thickness follow the drive.

**What each derivation assumes**

Both need the two-state rate equation and uniform depths. They use the other assumptions differently.

The first needs independence to add spectra. It needs equilibrium only to replace f by the Fermi function; with known stationary rates c and e, the single-trap Lorentzian holds outside equilibrium too. The factor kT counts the partly filled traps.

The second needs equilibrium from the start, because (3) rests on the equilibrium probabilities. Relation (3) itself does not require independent traps, although the χ calculated here does. The energy integral now equals one, and kT enters through (3). If the traps' small-signal loss is known at equilibrium, (3) gives their noise without a separate model of N and τ.

Neither route requires τ to be independent of energy. Suppose instead that the capture rate 1/τ_c is independent of energy, with τ_c = τ₀ exp(x/λ). Since c = f/τ, the relaxation time is τ = fτ_c. The depth integral is done as before at fixed f, and f(1−f)dE becomes kT df in magnitude:

S_N = (2n/πν) ∫₀¹ [arctan(fωτ₂) − arctan(fωτ₁)] df.

Integration by parts gives

H(z) = ∫₀¹ arctan(zf) df = arctan z − ln(1+z²)/(2z),

so the bracket in (1) is replaced by H(ωτ₂) − H(ωτ₁). The middle law is again n/ν. For small z, H ≈ z/2, which halves the low-frequency plateau. For large z, H ≈ π/2 − (1+ln z)/z, so the relative shortfall from n/ν near the lower edge is

(2/π)(ν_L/ν)[1 + ln(ν/ν_L)].

The logarithm comes from rarely filled traps, which are fast and leave the slow end thinly populated. For the device below at 100 Hz, the shortfall is 0.12%, against 0.013% when τ is independent of energy.

**The cutoffs and the numbers**

The example takes round model parameters: T = 300 K, N = 10¹⁷ cm⁻³ eV⁻¹, A = 1 µm², d = 2 nm and τ₀ = 10⁻¹⁰ s, with the λ found above. In centimetres and electronvolts,

n = 10⁻⁸ × 10¹⁷ × 0.02585 × 7.969×10⁻⁹ = 0.206.

Since d/λ = 25.1, τ₂ = 7.94 s. The cutoffs are ν_L = 0.0200 Hz and ν_H = 1.59×10⁹ Hz: two nanometres of oxide spread the times over almost eleven decades. At 100 Hz, n/ν = 0.206/100 = 2.06×10⁻³ Hz⁻¹, and direct quadrature over energy and depth agrees.

Well below ν_L, arctan z ≈ z, and (1) becomes the plateau

S_N ≈ 4n(τ₂−τ₁) = 4 × 0.2060 × 7.944 = 6.55 Hz⁻¹.

Well above ν_H, arctan z ≈ π/2 − 1/z, and

S_N ≈ (4n/ω²)(1/τ₁ − 1/τ₂),

a ν⁻² tail. At either cutoff one arctangent is π/4. For widely separated cutoffs the spectrum there is half of n/ν, as the quadrature confirms.

The local exponent γ = −d ln S_N/d ln ν follows by differentiating (1). With θ the bracket in (1),

γ = 1 − (1/θ)[ωτ₂/(1+ω²τ₂²) − ωτ₁/(1+ω²τ₁²)].

At ν_L this is 1 − (1/2)/(π/4) = 1 − 2/π = 0.363; at ν_H it is 1 + 2/π = 1.637.

The relative shortfall from n/ν is

(2/π)[arctan(ν_L/ν) + arctan(ν/ν_H)].

Setting one term to 0.05 while the other is negligible gives 0.255 Hz and 1.25×10⁸ Hz. Between these frequencies, and for τ independent of energy, the smooth law overestimates the mean spectrum by at most about 5% of n/ν. If instead the capture rate is independent of energy, the lower limit rises to 1.32 Hz.

Each Lorentzian integrates to f(1−f), so the total variance is A N kT d = nd/λ = 5.17. The law n/ν cut sharply at ν_L and ν_H has the same total, because n ln(ν_H/ν_L) = nd/λ. Without cutoffs, its integral would diverge at both ends.

The 1/τ density is essential. If the times really had density exp(−τ/T₀)/T₀, the spectrum per unit variance would be

∫₀^∞ [4τ/(1+ω²τ²)] exp(−τ/T₀) dτ/T₀.

For ωT₀ ≪ 1 this tends to the constant 4T₀. For ωT₀ ≫ 1, the range 1/ω < τ < T₀ gives approximately 4 ln(ωT₀)/(ω²T₀). The calculated exponents are 0.001 at ωT₀ = 0.01 and 1.88 at ωT₀ = 10⁴. A single time T₀ replaces the wide range of times needed for 1/f noise.

**Noise referred to the gate**

Number noise is not yet voltage noise. A charge q at depth x is a distance t−x from the gate, where t is the full oxide thickness. It shifts the flat-band voltage by (q/C_g)(1−x/t) in magnitude, with C_g the oxide capacitance of the whole gate area, without the semiconductor capacitance in series. The depth integrand therefore acquires the factor (1−x/t)².

Let x* be the depth where ωτ = 1, and u = ln(ωτ) = (x−x*)/λ. Then

4τ dx/(1+ω²τ²) = (2λ/ω) sech u du = (λ/ν)(sech u/π) du.

Away from the edges, the limits on u may be extended to infinity. The kernel sech u/π then has unit area and zero mean. Expanding sech u in powers of exp(−u) for u > 0 gives

∫ u² sech u du = 8 Σ (−1)^j/(2j+1)³ = 8(π³/32) = π³/4,

where j runs from zero. The kernel's variance is π²/4. Averaging (1 − x*/t − λu/t)² gives

S_V = (q/C_g)² (n/ν) g, g = (1−x*/t)² + (πλ/2t)².

Because dx*/d ln ν = −λ, the local exponent is

γ = 1 − (2λ/t)(1−x*/t)/g.

Higher frequencies probe shallower traps, which act more strongly on the channel, so the voltage noise falls slightly more slowly than 1/ν.

For t = 4 nm and relative permittivity 4, C_g = 8.85 fF and q/C_g = 18.1 µV. At 100 Hz, x* = 1.32 nm and

g = 0.6697² + 0.0313² = 0.449, γ = 0.941.

Thus

S_V = (18.095×10⁻⁶ V)² × 2.060×10⁻³ Hz⁻¹ × 0.449 = 3.03×10⁻¹³ V² Hz⁻¹,

or 0.55 µV Hz⁻¹ᐟ². Omitting the depth weight would more than double S_V. This is flat-band voltage noise from trapped charge alone; changes in carrier mobility are left out.

Exchange with the gate is left out too. In this example a trap 2 nm deep is as far from the gate as from the channel. If both exchanged electrons with the traps at the same Fermi level, with the same τ₀ and λ, the rates would add. The low-frequency plateau of S_N would then fall by the factor π/4, to 5.14 Hz⁻¹, while the value at 100 Hz would stay the same. Traps in the gate half of the oxide, if present at the same density, would add (x*/t)² + (πλ/2t)² = 0.110 to g at 100 Hz, about a quarter of its value.

**When one device follows the mean**

Equation (1) averages over trap placements. Let traps be placed independently at random, with Poisson-distributed numbers. A small cell of depth and energy holds one trap with small probability p and then adds S₁. Its variance is pS₁² − p²S₁², and the second term vanishes as the cells shrink. Summing over cells,

Var S_N = A N ∫dE ∫dx S₁².

The energy integral is

∫ f²(1−f)² dE = kT ∫₀¹ f(1−f) df = kT/6.

In the middle range, the depth integral is

λ ∫₀^∞ τ dτ/(1+ω²τ²)² = λ/(2ω²).

With the factor 16 from S₁²,

Var S_N = 16n/(12ω²) = n/(3π²ν²).

Dividing by (n/ν)² and taking the root gives the relative standard deviation between devices:

σ_rel = 1/[π√(3n)].

For 1 µm² it is 0.405; a test with 20000 random devices gives 0.407. Since n is proportional to area, a spread of 10% needs (0.405/0.10)² = 16.4 µm² in this model. The estimate assumes that traps at the same depth act equally on the channel; where the current is uneven across the gate area, their weights differ and the spread in voltage noise is larger. At 0.01 µm² the relative spread is 4.05, and the mean law no longer predicts the spectrum of one device. Its traps must then be treated individually, each with its own Lorentzian. The values used here are collected in the numerical output.

Calculated quantities

```
Barrier above trap level: 3 eV
Trap level above band edge: 0.2 eV
Tunnelling mass: 0.5 electron masses
kappa: 0.33204 1/bohr
lambda = 1/(2 kappa): 1.5059 bohr
lambda from resonance widths: 1.5059 bohr
lambda: 0.079687 nm
Resonance width at 20 bohr: 3.6417e-07 hartree
Resonance width at 30 bohr: 4.7566e-10 hartree
Single-trap test, spectrum from covariance: 0.11597 1/Hz
Single-trap test, Lorentzian formula: 0.11597 1/Hz
Temperature: 300 K
kT: 0.025852 eV
Energy integral of f(1-f): 0.025852 eV
Trap density: 1e+17 1/(cm^3 eV)
Area: 1 um^2
Trap layer depth: 2 nm
Oxide thickness: 4 nm
Relative permittivity: 4
tau1: 1e-10 s
tau2: 7.9442 s
nu_L: 0.020034 Hz
nu_H: 1.5915e+09 Hz
n = A N kT lambda: 0.20601
Example frequency: 100 Hz
S_N at example frequency, quadrature: 0.0020598 1/Hz
n/nu at example frequency: 0.0020601 1/Hz
Low-frequency plateau of S_N: 6.5462 1/Hz
S_N nu/n at nu_L: 0.5
S_N nu/n at nu_H: 0.5
Local exponent at nu_L: 0.36338
Local exponent at nu_H: 1.6366
5 % shortfall, lower frequency: 0.25456 Hz
5 % shortfall, upper frequency: 1.2526e+08 Hz
Integrated S_N: 5.1704
Variance A N kT d: 5.1704
Geometric mean of cutoffs: 5646.7 Hz
Fixed capture rate, S_N nu/n at example frequency: 0.99879
Fixed capture rate, S_N nu/n at geometric mean: 0.99997
Fixed capture rate, plateau ratio: 0.5
Exponential times, exponent at w T = 0.01: 0.001196
Exponential times, exponent at w T = 10000: 1.8842
Probed depth x* at example frequency: 1.3214 nm
Gate weight g at example frequency: 0.4494
Gate-noise exponent at example frequency: 0.94056
Oxide capacitance: 8.8542 fF
Voltage step of one interface charge: 18.095 uV
Gate-voltage noise S_V at example frequency: 3.0312e-13 V^2/Hz
Root of S_V: 0.55056 uV/sqrt(Hz)
Random devices simulated: 20000
Relative spread, random devices: 0.407
Relative spread, formula: 0.4049
Area for 10 % spread: 16.395 um^2
Small device area: 0.01 um^2
Relative spread of small device: 4.049
```
